# Impact-Damage Lifetime of a Dielectric Carrying Poole-Frenkel Current

**Q:** Leakage through an interconnect dielectric is often described by a Poole-Frenkel current. Why should that current tell me when the dielectric breaks down? Most carriers cross without harming anything.

**A:** The current gives the number of crossings, not the harm done per crossing. We need both. Take a layer of thickness $d$ in a uniform field of magnitude $F$, with voltage $V=Fd$. Electrons sit in traps that are neutral when filled. A freed electron may strike the network, and we assume that it can create a defect only if its energy has reached a threshold $E_{\rm th}$. Let $q>0$ be the elementary charge and $x$ the distance in the direction of the electric force on the electron.

**Q:** Start with the crossings. Where does a square root of the field come from?

**A:** An emptied trap is positively charged and attracts the electron. Measured from the band edge at zero field, the potential energy along the force is

$$U(x)=-\frac{q^2}{4\pi\varepsilon x}-qFx,\qquad \varepsilon=\varepsilon_0\varepsilon_{\rm opt}.$$

The optical permittivity is used on the assumption that the escape is too fast for the lattice to follow. Setting $U'(x)=q^2/(4\pi\varepsilon x^2)-qF=0$ gives the top of the barrier at $x_m=\sqrt{q/(4\pi\varepsilon F)}$. There the two terms of $U$ are equal, so

$$U(x_m)=-2qFx_m=-\sqrt{\frac{q^3F}{\pi\varepsilon}}\equiv-\beta\sqrt F .$$

A trap of depth $\phi$ therefore has the escape barrier $\phi-\beta\sqrt F$, as long as this is positive.

**Q:** A lower barrier raises the emission rate. You need the density of free carriers, and that also depends on recapture.

**A:** Yes. Let $N_d$ be the trap density and $N_a$ the density of compensating acceptors, all filled. If $n$ is the free density, neutrality requires $N_a+n$ empty traps, leaving $N_d-N_a-n$ filled. Balance emission against capture. Assume that the field changes emission only through the barrier and leaves the capture coefficient unchanged. Detailed balance at zero field then fixes the prefactor:

$$\frac{n(n+N_a)}{N_d-N_a-n}=\frac{N_b}{g}\,e^{-(\phi-\beta\sqrt F)/kT}.$$

Here $N_b$ is the effective density of band states and $g$ the trap degeneracy. An electron in a shallow trap counts as free here, so $N_b$ includes the shallow states, each weighted by its Boltzmann factor relative to the band edge. If $n$ is much smaller than both $N_a$ and $N_d-N_a$, the left side becomes $nN_a/(N_d-N_a)$, and

$$n=N_0e^{-(\phi-\beta\sqrt F)/kT},\qquad N_0=\frac{N_b}{g}\frac{N_d-N_a}{N_a}.$$

**Q:** Does the compensation matter, or is it bookkeeping?

**A:** It changes the field slope. With $N_a=0$ and $n\ll N_d$, the left side is $n^2/N_d$. Taking the root gives $n\propto\exp[-(\phi-\beta\sqrt F)/2kT]$, which has half the slope. We keep the compensated case and define $\gamma=\beta/kT$. With a constant effective mobility $\mu$, which includes time spent in shallow traps, the current density is

$$J=q\mu nF=q\mu N_0F\,e^{-\phi/kT+\gamma\sqrt F}.$$

**Q:** Now the harm. A carrier that falls through several volts has several electronvolts available. Why is damage rare?

**A:** Because it keeps losing what it gains. Suppose that each collision, including capture in a trap, removes all the energy gained, and that the next flight starts from rest. To reach threshold, one flight must then have length

$$l=\frac{E_{\rm th}}{qF}.$$

Let $S(x)$ be the chance of travelling $x$ without a collision. With collision probability $dx/\lambda$ in each element $dx$, we have $dS/dx=-S/\lambda$ and $S(0)=1$. Hence

$$S(l)=e^{-l/\lambda}=e^{-\alpha/F},\qquad \alpha=\frac{E_{\rm th}}{q\lambda}.$$

The inverse field enters because the required flight gets longer in proportion to $1/F$.

**Q:** That is a probability per flight. You cannot multiply it by a current and call the result a damage rate.

**A:** We need the number of damaging collisions per crossing. Consider an element $dx$ at depth $x$ from the cathode. A collision occurs there with probability $dx/\lambda$. It is above threshold if no collision occurred in the preceding length $l$, which has probability $e^{-l/\lambda}$. The carrier entered at rest, so $x>l$ is also necessary. Thus, for $l<d$,

$$M=\int_l^d\frac{dx}{\lambda}e^{-l/\lambda}
=\frac{d-l}{\lambda}e^{-l/\lambda}
=\frac d\lambda\left(1-\frac{E_{\rm th}}{qV}\right)e^{-\alpha/F}.$$

The last form uses $l/d=E_{\rm th}/(qFd)$. For $l\ge d$, $M=0$. Waiting in traps slows the carriers and so affects $J$, but it does not alter this count per length.

**Q:** And the lifetime?

**A:** Carriers cross unit area at rate $J/q$. Let a collision above threshold create a defect with constant probability $p$. Dividing by the thickness gives the growth rate of the mean defect density $N$:

$$\frac{dN}{dt}=p\frac Jq\frac Md
=\frac{p\mu N_0F}{\lambda}\left(1-\frac{E_{\rm th}}{qV}\right)
e^{-\phi/kT+\gamma\sqrt F-\alpha/F}.$$

Assume that the defects change neither the field nor the current, and that failure occurs at $N=N_c$. The rate is constant, so $t=N_c/(dN/dt)$:

$$\boxed{t=\frac{N_c\lambda\,e^{\phi/kT}}{p\mu N_0F(1-E_{\rm th}/qV)}
\exp\left(-\gamma\sqrt F+\frac{\alpha}{F}\right),\quad qV>E_{\rm th}.}$$

The signs follow from the two factors in the rate: more current shortens life, while a small chance of reaching threshold lengthens it.

**Q:** Lloyd's law is $A\exp(-\gamma\sqrt F+\alpha/F)$ with constant $A$. Yours has an extra field dependence.

**A:** Lloyd's form follows if $1/[F(1-E_{\rm th}/qV)]$ is treated as constant. That is reasonable over a narrow field range well above the voltage cutoff. Over a long extrapolation the factor should be kept.

The mean-density criterion also matters. In this model the first length $l$ next to the cathode receives no defects. If failure depended on the local density in the damaged region instead, the factor $1-E_{\rm th}/qV$ would be absent. If it required defects all the way across the gap, this mechanism alone could not complete the path.

**Q:** Put numbers in, so that I can see which factor does the work.

**A:** Take round, illustrative parameters for a dielectric between copper lines: $d=40$ nm, $T=423$ K, $\phi=1.6$ eV, $\varepsilon_{\rm opt}=2.1$, $\lambda=1.5$ nm and $E_{\rm th}=3.0$ eV. Further, $\mu=10^{-3}$ cm²/Vs, $N_b=2\times10^{19}$ cm⁻³, $g=2$, $N_d=2\times10^{18}$ cm⁻³ and $N_a=10^{18}$ cm⁻³, which give $N_0=10^{19}$ cm⁻³. Finally $N_c=10^{19}$ cm⁻³ and $p=0.1$.

Here $\mu$ and $N_b$ are chosen separately, and this limits the absolute lifetimes. Flights of 1.5 nm from rest with effective mass $0.5m_e$ would give a free mobility of order 10 cm²/Vs. If shallow traps alone reduced it to $10^{-3}$ cm²/Vs, $N_b$ would have to be about $10^4$ times larger, and every lifetime below would be shorter by about that factor. Lifetime ratios do not depend on this constant factor.

With $kT=0.03645$ eV and $\beta=0.5237$ eV (cm/MV)$^{1/2}$,

$$\gamma=\frac{0.5237}{0.03645}=14.37\ ({\rm cm/MV})^{1/2},\qquad
\alpha=\frac{3.0\ {\rm V}}{1.5\ {\rm nm}}=20\ {\rm MV/cm}.$$

At a stress field of 2 MV/cm the voltage is 8 V. The barrier is $1.6-0.741=0.859$ eV, so $n=5.77\times10^8$ cm⁻³, far below $N_a$, and $J=1.85\times10^{-7}$ A/cm². The threshold path is 15 nm, its survival chance is $e^{-10}=4.54\times10^{-5}$, and

$$M=\frac{40-15}{1.5}(4.54\times10^{-5})=7.57\times10^{-4}.$$

About one carrier crossing in 1300 gives a collision above threshold. Since $J/q=1.155\times10^{12}$ cm⁻²s⁻¹,

$$t=\frac{N_cd}{p(J/q)M}
=\frac{(10^{19})(4\times10^{-6})}{(0.1)(1.155\times10^{12})(7.57\times10^{-4})}\ {\rm s}
\approx4.58\times10^5\ {\rm s},$$

or 127 h.

**Q:** What happens when I halve the field?

**A:** At 1 MV/cm, with temperature and gap fixed, the logarithm of the lifetime rises by three amounts:

$$\gamma(\sqrt2-1)=5.95,\qquad \alpha\left(1-\tfrac12\right)=10,\qquad
\ln\frac{2(1-3/8)}{1(1-3/4)}=\ln5=1.61.$$

Their sum is 17.56. The model lifetime becomes $1.94\times10^{13}$ s, or about $6\times10^5$ years. The largest part comes from the threshold probability, not from the leakage exponent. The factor that a constant $A$ would hide contributes a factor of five.

**Q:** Did you check the closed law against anything except itself?

**A:** Yes, at 1.0, 1.2, 1.5, 2.0 and 2.5 MV/cm. The barrier was found by numerical maximization and the density by solving the full neutrality equation. The collisions came from a kinetic calculation that follows the distance since each carrier's last collision in steps of 0.01 nm. The resulting lifetimes differed from the closed law by at most 0.43%, relative to the closed law. Once the slow factor was removed, a regression on those lifetimes returned $\gamma=14.369$ and $\alpha=19.998$ in the units above. This tests the derivation within its assumptions, not the assumptions themselves.

**Q:** In a laboratory I would see a short range of stress fields. Could I tell this law from a simpler one?

**A:** A local slope cannot do it. Define $s=-d\ln t/dF$ at fixed $d$ and $T$, and let $u=E_{\rm th}/qV$. Since $u\propto1/F$, $du/dF=-u/F$, so differentiating $-\ln(1-u)$ gives $-(u/F)/(1-u)$. Therefore

$$s=\frac1F+\frac{\gamma}{2\sqrt F}+\frac{\alpha}{F^2}+\frac{u}{F(1-u)}.$$

At 2 MV/cm the terms are $0.50+5.08+5.00+0.30=10.88$ cm/MV. Now give three simpler laws the same lifetime and slope at the stress field $F_s$, and let $F_u$ be the use field. Their logarithmic gains are

$$\begin{aligned}
\text{linear: }&s(F_s-F_u),\\
\text{square-root: }&2\sqrt{F_s}\,s(\sqrt{F_s}-\sqrt{F_u}),\\
\text{inverse: }&F_s^2s(1/F_u-1/F_s).
\end{aligned}$$

At 1 MV/cm they project about 770 years, 5000 years and $4\times10^7$ years. The present law gives $6\times10^5$ years. Laws that agree in value and slope at stress thus differ by more than four orders of magnitude at use.

**Q:** When does each exponent control the slope?

**A:** Equating their two contributions gives

$$\frac{\gamma}{2\sqrt F}=\frac{\alpha}{F^2}
\quad\Longrightarrow\quad F_*=\left(\frac{2\alpha}{\gamma}\right)^{2/3}.$$

Here $F_*=1.98$ MV/cm. Below it the inverse-field exponent has the larger slope; above it the square-root exponent does. If $\lambda$ grows at fixed $E_{\rm th}$, $\alpha$ falls and the square-root regime extends to lower fields.

Temperature provides another handle. If $\mu$, $N_0$, $p$, $N_c$ and $\lambda$ do not vary with it, then at fixed field

$$\frac{\partial\ln t}{\partial(1/kT)}=\phi-\beta\sqrt F.$$

The activation energy is 0.86 eV at stress and 1.08 eV at use. The term $\alpha/F$ adds nothing to it. Under the same conditions, cooling from 423 to 378 K at 1 MV/cm lengthens life by a factor of 34.

**Q:** Your inverse-field term makes life grow without limit as the field falls. Is that believable?

**A:** The voltage cutoff comes first. Below 3 V, or 0.75 MV/cm across this gap, a carrier that enters at rest cannot gain 3 eV from the field. The modelled mechanism stops, but other failure mechanisms need not. Lloyd's form with constant $A$ does not contain this cutoff and should not be carried below it.

Thermal energy also matters near use conditions. Give each flight an initial energy $w$ along the field, distributed as $e^{-w/kT}/kT$. The required field energy falls to $E_{\rm th}-w$, so for a high threshold and $kT<qF\lambda$ the local damage rate at depths $x>l$ is multiplied by

$$\int_0^\infty\frac{dw}{kT}e^{-w/kT+w/(qF\lambda)}
=\frac1{1-kT/(qF\lambda)}.$$

This is 1.14 at stress and 1.32 at use.

**Q:** I am more worried about the claim that every collision removes all the energy. Phonons do not behave that way.

**A:** That is the most delicate assumption. First let each collision leave a fixed fraction $f<1$ of the energy. In units of $qF\lambda$, a flight begins with $W=\sum_{j\ge1}f^jX_j$, where the $X_j$ are independent exponential variables of mean one. The chance of reaching a high threshold is multiplied by

$$\langle e^W\rangle=\prod_{j\ge1}\int_0^\infty e^{-X+f^jX}\,dX
=\prod_{j\ge1}\frac1{1-f^j}.$$

For $f=0.2$ this is 1.315, independent of field. Far from the cathode, and to leading order at high threshold, the exponent $\alpha/F$ survives.

A small fixed loss is different. At stress the mean gain per flight is $qF\lambda=0.30$ eV. If each collision removed only 0.15 eV, the mean net gain would be about 0.15 eV per flight, or 4 eV over the $40/1.5\approx27$ flights of a crossing. A simulation gives 6.9 collisions above threshold per crossing instead of $7.6\times10^{-4}$. The derived law then fails. So $\lambda$ must be an energy-loss length; a phonon mean free path cannot simply be inserted.

**Q:** And the Poole-Frenkel half? Electrons can tunnel through the top of a thin barrier.

**A:** They do so appreciably here. A semiclassical estimate with effective mass $0.5m_e$ and a continuum of levels below the barrier top multiplies the current by 4.1 at stress and 1.9 at use, if every electron at or above the barrier top escapes. Partial reflection near the top lowers these factors to about 3.4 and 1.5. Either way, the use-to-stress lifetime ratio rises by a factor of 2.2 to 2.3. Tunnelling also lowers the activation energies, to about 0.75 eV at stress and 1.05 eV at use. At 4 MV/cm the current factor exceeds 90, so the classical emission law is already poor there, although the trap barrier formally vanishes only at 9.3 MV/cm.

Two other corrections are milder in the ratio. Averaging the barrier over emission directions multiplies the one-dimensional emission rate by 0.047 at stress and 0.065 at use. With capture unchanged, this lengthens both lives but divides their ratio by about 1.4. If flights from rest also set the drift velocity, the mean flight time varies as $F^{-1/2}$ and the velocity as $\sqrt F$ rather than $F$. That divides the ratio by another 1.41.

**Q:** How close is all this to a real interconnect?

**A:** The gap and temperature lie in a plausible range for test structures. The 2 MV/cm stress is on the low side for accelerated tests, and 4 V at use is well above a typical logic supply of roughly 1 V. At 1 V the modelled mechanism is below its 3 V cutoff, so the law gives no lifetime for such a line. The threshold is of the order of a covalent bond energy, but $\lambda$, $p$, $N_c$ and the trap parameters are chosen, not measured, so the absolute lifetimes are not product predictions. Real gaps are not uniform: at the same stress voltage, a gap narrower by 10% shortens the model life by a factor of 9. The charged traps and acceptors also make the potential uneven. If they are placed at random between metal plates, with a static relative permittivity of 2.5, they shift the energy gained over a threshold path by about 0.28 eV (rms) at stress and 0.25 eV at use. With this rms value $\sigma$ held fixed, the Gaussian factor $\exp[\sigma^2/2(qF\lambda)^2]$ raises the mean chance of reaching threshold by about 1.5 and 4. At use this is too low. The flights that succeed are shorter than 30 nm, where the rms shift is larger and more of the gap contributes, and a Gaussian potential with the full spatial correlation raises $M$ by about 8. Close passes by single charges do not follow Gaussian statistics. With each Coulomb potential smoothed inside 0.6 nm the factors are about 1.5 and 10, and they grow when the core is made smaller, strongly so at use. These factors are therefore only rough guides. If 1% of the critical defect density were charged, with one sign and spread evenly across the gap, and if the trap occupation stayed fixed, the field would rise by about 0.15 MV/cm at one edge and fall by as much at the other. Defects confined to $x>l$ would make the two shifts unequal. Applying the increase to the whole gap would shorten stress life by a factor of 4.5, but this greatly overstates the effect in the present model. The traps change their occupation within seconds at stress and neutralize the added charge beyond a few nanometres. A positive charge of $10^{17}$ cm⁻³ then acts like lowering $N_a$ to $0.9\times10^{18}$ cm⁻³, which multiplies $N_0$ by $1.1/0.9=1.22$; a negative one multiplies it by $0.9/1.1=0.82$. The stress life changes by about 20%. At use, a $\lambda$ longer by 10% shortens life by a factor of 5.6. Copper transport and moisture are outside the model, and their effect is not estimated here.

**Q:** Then what would persuade you to use the law for a projection?

**A:** I would want $\gamma$ from leakage measured at the same temperature, with evidence for the compensated slope, and lifetimes over a field range wide enough to determine $\alpha$ separately. The use voltage must stay above the cutoff, and the energy-loss assumption needs support of its own. A good fit over a narrow stress range does not supply these conditions. The numerical output below gives most of the values used in these estimates.

## Computed values

```
Temperature: 423 K; gap: 40 nm
Energy-loss path: 1.5 nm; threshold: 3.0 eV
Trap depth: 1.6 eV; mobility: 1e-03 cm2/Vs
Relative permittivity: optical 2.1, static 2.5
Band states: 2e+19 cm^-3; degeneracy 2
Donors, acceptors: 2e+18, 1e+18 cm^-3
Carrier prefactor N0: 1.0e+19 cm^-3
Critical defects: 1e+19 cm^-3
Damage chance above threshold: 0.1
kT: 0.03645 eV
beta: 0.5237 eV (cm/MV)^0.5
gamma: 14.368 (cm/MV)^0.5; alpha: 20.00 MV/cm
Recovered gamma, alpha: 14.369, 19.998 (same units)
Slope without compensation: 7.184 (cm/MV)^0.5
At 2.0 MV/cm: voltage 8.0 V
  barrier lowering 0.741 eV
  activation energy 0.859 eV
  free density 5.772e+08 cm^-3; J 1.850e-07 A/cm2
  threshold path 15.0 nm
  path survival chance 4.540e-05
  damaging collisions/crossing 7.567e-04
  tunnelling current factor 4.10
  3D/1D emission factor 0.0468
  thermal-start damage factor 1.138
At 1.0 MV/cm: voltage 4.0 V
  barrier lowering 0.524 eV
  activation energy 1.076 eV
  free density 1.502e+06 cm^-3; J 2.407e-10 A/cm2
  threshold path 30.0 nm
  path survival chance 2.061e-09
  damaging collisions/crossing 1.374e-08
  tunnelling current factor 1.86
  3D/1D emission factor 0.0648
  thermal-start damage factor 1.321
Stress lifetime: 4.579e+05 s = 127.2 h
Use-field lifetime: 1.938e+13 s = 6.140e+05 years
Largest lifetime test difference: 0.43 %
Log lifetime gain, stress to use: 17.561
Stress field acceleration: 10.880 cm/MV
  1/F, root, inverse, gap terms: 0.500, 5.080, 5.000, 0.300 cm/MV
Equal-slope field: 1.979 MV/cm
Linear-field projection: 7.703e+02 years
Square-root-field projection: 4.981e+03 years
Inverse-field projection: 4.089e+07 years
Cutoff: 3.0 V, 0.75 MV/cm
Zero trap barrier at: 9.33 MV/cm
Tunnel mass: 0.5 m_e; factor at 4 MV/cm: 93.0
Non-ohmic drift: use/stress lifetime ratio / 1.414
Retained fraction 0.2: tail factor 1.315 (simulation 1.318)
Loss 0.15 eV/collision: 6.89 hits/crossing at stress
1% charged defects: edge field shift 0.145 MV/cm
  stress lifetime divided by 4.51
10% narrower gap, same stress voltage: lifetime / 9.07
10% longer loss path: use-field lifetime / 5.60
Use field at 378 K: lifetime x 33.62
```
